# Why forbidden backscattering leaves a topological-insulator surface resistive, with and without warping

## Question

On the surface of a topological insulator the spin is locked to the momentum, and a nonmagnetic impurity cannot scatter an electron from $\mathbf k$ to $-\mathbf k$. I concluded that the surface should carry current without dissipation. Yet a Boltzmann calculation is said to give an ordinary finite resistivity. Where does it come from, and how large is it for simple impurities?

My second question concerns hexagonal warping, which tilts the spins out of the plane. I would expect this to spoil the protection and raise the resistivity. Does it?

## Answer

The selection rule is correct, but it removes one final direction out of a continuum. In a one-dimensional helical edge with a single pair of channels, an elastic collision can send an electron only forward or back, so forbidding "back" removes all elastic relaxation. On a two-dimensional surface the electron can also turn by 30°, 90° or 150°, and each such turn changes the current.

### Model and selection rule

Take

$$H=\hbar v(k_x\sigma_y-k_y\sigma_x)+\lambda k^3\cos3\theta\,\sigma_z ,$$

where $\theta$ is the angle of $\mathbf k$ and the Fermi energy $E_F>0$ is measured from the Dirac point. The last term is the warping. The upper band has energy and spin direction

$$E=\sqrt{(\hbar vk)^2+\lambda^2k^6\cos^23\theta},\qquad
\mathbf n=\frac{(-\hbar vk\sin\theta,\ \hbar vk\cos\theta,\ \lambda k^3\cos3\theta)}{E}.$$

The projector on a state is $(1+\mathbf n\cdot\boldsymbol\sigma)/2$. The trace of the product of two projectors gives the overlap probability

$$P(\mathbf k,\mathbf k')=|\langle\mathbf k'|\mathbf k\rangle|^2=\frac{1+\mathbf n\cdot\mathbf n'}2 .$$

Under $\theta\to\theta+\pi$ all three components of $\mathbf n$ change sign, including the third, because $\cos(3\theta+3\pi)=-\cos3\theta$. Hence $P(\mathbf k,-\mathbf k)=0$ with or without warping.

Let static, spin-independent point scatterers of density $n_i$ and strength $U$ (energy times area) sit at random positions. In a sample of area $A$ the averaged squared matrix element is $n_iU^2P/A$, so the golden rule gives

$$W_{\mathbf k\mathbf k'}=\frac{2\pi}{\hbar}\frac{n_iU^2}{A}\,P(\mathbf k,\mathbf k')\,\delta(E-E').$$

This assumes weak scattering, $k_F\ell\gg1$ with $\ell$ the mean free path, low temperature and no conducting bulk.

### From collisions to resistivity

In a field $\mathcal E$ along $x$ the force on an electron is $-e\mathcal E$. Write the change of the occupation as $\delta f=(-\partial f_0/\partial E)(-e\mathcal E)\Lambda_x$. The steady linear Boltzmann equation becomes

$$v_x(\mathbf k)=\sum_{\mathbf k'}W_{\mathbf k\mathbf k'}\,[\Lambda_x(\mathbf k)-\Lambda_x(\mathbf k')] .$$

The current density is the sum of $-ev_x\,\delta f$ per area. The two factors $-e$ multiply to $e^2$, and at low temperature

$$\sigma=e^2D\,\langle v_x\Lambda_x\rangle .$$

Here $D$ is the density of states per area and $\langle\ldots\rangle$ is the average over the Fermi contour weighted by it.

Insert the Boltzmann equation for $v_x$ and use $W_{\mathbf k\mathbf k'}=W_{\mathbf k'\mathbf k}$. Exchanging the names $\mathbf k,\mathbf k'$ and taking half the sum of the two forms gives

$$\sigma=\frac{e^2}{2A}\sum_{\mathbf k\mathbf k'}\delta(E-E_F)\,W_{\mathbf k\mathbf k'}\,[\Lambda_x(\mathbf k)-\Lambda_x(\mathbf k')]^2 .$$

The power per area is $\sigma\mathcal E^2$, so every allowed turn that changes $\Lambda_x$ contributes to it with a positive sign. The collisions are elastic: they fix how much work the field does, while inelastic processes, assumed to keep the electrons near equilibrium, pass the energy to the lattice.

### Without warping

The contour is a circle, and

$$D=\frac{1}{(2\pi)^2}\,2\pi k\frac{dk}{dE}=\frac{E_F}{2\pi\hbar^2v^2},\qquad P=\frac{1+\cos\varphi}2,$$

with $\varphi$ the turning angle. The total collision rate is

$$\frac1{\tau_q}=\frac{2\pi n_iU^2D}{\hbar}\left\langle\frac{1+\cos\varphi}2\right\rangle=\frac{\pi n_iU^2D}{\hbar}.$$

By rotational symmetry $\boldsymbol\Lambda=\tau_{tr}\mathbf v$. A turn by $\varphi$ keeps, on average over left and right turns, a fraction $\cos\varphi$ of the initial velocity component. Therefore

$$\frac1{\tau_{tr}}=\frac{2\pi n_iU^2D}{\hbar}\left\langle\frac{(1+\cos\varphi)(1-\cos\varphi)}2\right\rangle
=\frac{2\pi n_iU^2D}{\hbar}\,\frac{\langle\sin^2\varphi\rangle}{2}
=\frac{\pi n_iU^2D}{2\hbar}.$$

Thus $\tau_{tr}=2\tau_q$, which is finite. With $\langle v_x^2\rangle=v^2/2$,

$$\sigma_0=\frac{e^2Dv^2\tau_{tr}}2=\frac{e^2\hbar v^2}{\pi n_iU^2},\qquad
\boxed{\rho_0=\frac{\pi n_iU^2}{e^2\hbar v^2}} .$$

The density of states cancels, so at this lowest order in $U$, $\rho_0$ does not depend on $E_F$.

The factor $\sin^2\varphi$ shows which turns matter. It vanishes at 0°, where nothing is lost, and at 180°, where the spin forbids the event; it peaks at 90°. The share of the dissipation from turns between 60° and 120° is

$$\frac{\int_{\pi/3}^{2\pi/3}\sin^2\varphi\,d\varphi}{\int_0^\pi\sin^2\varphi\,d\varphi}=\frac13+\frac{\sqrt3}{2\pi}\approx 61\%.$$

Turns within $\delta$ of reversal contribute $(\delta-\tfrac12\sin2\delta)/\pi\approx2\delta^3/(3\pi)$, which is 0.11% for $\delta=10°$.

The spin does help. If the overlap factor were replaced by $P=1$ at the same $D$, $v$, $n_i$ and $U$, the angular average would be $\langle1-\cos\varphi\rangle=1$ instead of $1/4$. Spin locking thus lowers the resistivity from point scatterers by a factor of four, not to zero.

### The warped contour

Define

$$w=\frac{\lambda E_F^2}{(\hbar v)^3},\qquad \kappa(\theta)=\frac{\hbar vk}{E_F},\qquad c=\cos3\theta,\quad s=\sin3\theta .$$

Since $\lambda k^3/E_F=w\kappa^3$, the contour and the spin tilt are

$$\kappa^2+w^2c^2\kappa^6=1,\qquad n_z=w\kappa^3c .$$

The left side of the first equation grows with $\kappa$, so there is one contour point per direction. The in-plane part of $\mathbf n$ is $\kappa\hat{\boldsymbol\theta}$.

The velocity is $\mathbf v_{\mathbf k}=\nabla_{\mathbf k}(E^2)/(2\hbar E)$. Its radial and angular parts are

$$\frac{v_r}{v}=\kappa+3w^2c^2\kappa^5,\qquad \frac{v_\theta}{v}=-3w^2cs\,\kappa^5 .$$

Multiplying the first by $\kappa$ and using $\kappa^2=1-n_z^2$,

$$\frac{\kappa v_r}{v}=\kappa^2+3n_z^2=1+2n_z^2 .$$

The weight of the average follows from $k\,dk\,d\theta\,\delta(E-E_F)=k\,d\theta/(\hbar v_r)$, so it is proportional to $\kappa/v_r$.

### Solving the warped Boltzmann equation

Because $\mathbf n$ is odd under $\mathbf k\to-\mathbf k$, $\langle\mathbf n\rangle=0$. The total rate is therefore $1/\tau_q=\pi n_iU^2D/\hbar$ at every contour point, with the warped $D$. The Boltzmann equation reads

$$v_x=\frac{\Lambda_x}{\tau_q}-\frac1{\tau_q}\big\langle(1+\mathbf n\cdot\mathbf n')\Lambda_x'\big\rangle',$$

where the average runs over the primed state. $\Lambda_x$ is odd like $v_x$, so $\langle\Lambda_x\rangle=0$, and

$$\Lambda_x=\tau_qv_x+\mathbf n\cdot\mathbf A,\qquad \mathbf A=\langle\mathbf n\Lambda_x\rangle .$$

Multiplying by $n_i$ and averaging closes the problem:

$$A_i=\tau_q\langle n_iv_x\rangle+\sum_j\langle n_in_j\rangle A_j .$$

Let $m=\langle n_z^2\rangle$. A rotation by 120° turns the in-plane components but leaves $n_z$ alone. Hence the averages of $n_zv_x$, $n_zn_x$, $n_zn_y$ and $n_xn_y$ vanish, and $\langle n_x^2\rangle=\langle n_y^2\rangle=(1-m)/2$.

The same symmetry gives $\langle n_xv_x\rangle=\tfrac12\langle\kappa v_\theta\rangle$. This is zero because $cs$ is odd under $\theta\to-\theta$ while $\kappa$ and the weight are even. It also gives $\langle n_yv_x\rangle=-\langle n_xv_y\rangle$, so

$$\langle n_yv_x\rangle=\tfrac12\langle n_yv_x-n_xv_y\rangle=\tfrac12\langle\kappa v_r\rangle=\tfrac v2(1+2m).$$

Only $A_y$ survives:

$$\Big(1-\frac{1-m}2\Big)A_y=\frac{\tau_qv}2(1+2m)
\quad\Rightarrow\quad A_y=\tau_qv\,\frac{1+2m}{1+m}.$$

Now insert $\Lambda_x=\tau_qv_x+n_yA_y$ into $\sigma$. With $\langle v_x^2\rangle=\tfrac12\langle|\mathbf v_{\mathbf k}|^2\rangle$ and $D\tau_q=\hbar/(\pi n_iU^2)$,

$$\boxed{\frac{\rho_0}{\rho}=\frac{\sigma}{\sigma_0}=\frac{\langle|\mathbf v_{\mathbf k}|^2\rangle}{2v^2}+\frac{(1+2m)^2}{2(1+m)}}$$

For $w=0$ both terms are $1/2$. For $w\ne0$ both are larger: $v_r/v=(1+2n_z^2)/\kappa\ge1$ because $\kappa\le1$, and $(1+2m)^2>1+m$ for $m>0$. Warping therefore lowers the resistivity in this model for every $w\neq0$, at fixed $v$, $n_i$ and $U$. Since $\rho_0$ is independent of $E_F$, the comparison may be made at equal Fermi energy or equal carrier density.

### Why your expectation goes the wrong way

For small $w$, $n_z^2\approx w^2c^2$ and $m\approx w^2/2$. Also $v_r/v\approx1+\tfrac52w^2c^2$, while $v_\theta^2$ is of order $w^4$. The two terms become

$$\frac{\sigma}{\sigma_0}\approx\Big(\frac12+\frac{5w^2}4\Big)+\frac12(1+4m)(1-m)
\approx1+2w^2 .$$

Now switch on the two effects of warping separately.

- **Warped band, spins held in the plane.** With $\mathbf n=\hat{\boldsymbol\theta}$ the same solution gives $\sigma/\sigma_0=\tfrac12\langle|\mathbf v_{\mathbf k}|^2\rangle/v^2+\tfrac12\langle v_r\rangle^2/v^2\approx1+\tfrac52w^2$.
- **Circular band, spins tilted.** The speed stays $v$ and the in-plane spin length is $\kappa\approx1-\tfrac12w^2c^2$. Then $\sigma/\sigma_0=\tfrac12+\tfrac12\langle\kappa\rangle^2/(1+m)\approx1-\tfrac12w^2$.

So the tilt does raise the resistivity, as you expected, but the higher band velocity outweighs it. The changed density of states does not help or hurt by itself: fewer carriers at the Fermi level also means fewer final states, and $D\tau_q$ is fixed.

The tilt also changes the chance of a near-reversal. Since $\mathbf n(\theta+\pi+\delta)=-\mathbf n(\theta+\delta)$,

$$P=\tfrac14|\mathbf n(\theta+\delta)-\mathbf n(\theta)|^2\approx\frac{\delta^2}4\left|\frac{d\mathbf n}{d\theta}\right|^2 .$$

Where $\cos3\theta=0$, $\kappa=1$ and $d\kappa/d\theta=0$. The in-plane derivative then has length 1 and $dn_z/d\theta=\mp3w$, so $P\approx(\delta^2/4)(1+9w^2)$. This is enhanced, yet still zero at $\delta=0$. Where $\cos3\theta=\pm1$, both $\kappa$ and $n_z$ are stationary, so $P\approx(\delta^2/4)\kappa^2$ and near-reversal is rarer than without warping.

### A worked case

Take $\hbar v=0.25$ eV nm, $\lambda=0.25$ eV nm³, $E_F=0.20$ eV, $n_i=4\times10^{12}$ cm⁻² $=0.04$ nm⁻² and $U=0.25$ eV nm². Then

$$w=\frac{0.25\times0.20^2}{0.25^3}=0.64,\qquad n_iU^2=0.0025\ \text{eV}^2\,\text{nm}^2 .$$

Without warping,

$$\sigma_0=\frac{e^2}{h}\,\frac{2(\hbar v)^2}{n_iU^2}=\frac{e^2}{h}\,\frac{2\times0.0625}{0.0025}=50\,\frac{e^2}h,\qquad \rho_0=516\ \Omega/\text{square}.$$

Since $\sigma_0=(e^2/h)k_F\ell/2$, this means $k_F\ell=100$, well inside the Boltzmann regime. The lifetimes are $\tau_q=165$ fs and $\tau_{tr}=329$ fs. With $P=1$ the resistivity would be 2065 Ω/square.

With warping, numerical integration over the contour gives $m=0.104$ and $\langle|\mathbf v_{\mathbf k}|^2\rangle/v^2=1.797$. Hence

$$\frac{\sigma}{\sigma_0}=\frac{1.797}2+\frac{(1.208)^2}{2\times1.104}=0.898+0.661=1.56,\qquad \rho=331\ \Omega/\text{square}.$$

The small-$w$ estimate, $1+2w^2=1.82$, is too large here. The warped band with in-plane spins would give 299 Ω/square, and the circular band with tilted spins 578 Ω/square.

At a sheet current of 1 A/m the heat $\rho j^2$ is 516 W/m² without warping and 331 W/m² with it. Solving the Boltzmann equation on a discretized contour resolves the warped heat by the turning angle of the wavevector: 57% comes from turns of 60°–120°, and 0.23% from turns within 10° of reversal. The latter share has doubled but remains negligible. At this $w$ the contour is concave, so the velocity can be reversed by scattering to a state other than $-\mathbf k$. Time reversal does not forbid this, and $P$ reaches about 0.1 for wavevectors some 140° apart. Sorted by the turning angle of the velocity instead, the two shares are 52% and 2.6%.

At fixed $E_F$ the carrier density $\int k^2d\theta/(8\pi^2)$ falls from $5.09\times10^{12}$ to $4.49\times10^{12}$ cm⁻². The mobility $\sigma/(ne)$ rises from about 2370 to 4200 cm²/Vs, partly because of this smaller density.

| $E_F$ (eV) | $w$ | warped $\rho$ (Ω/square) |
|---|---:|---:|
| 0.10 | 0.16 | 492 |
| 0.15 | 0.36 | 424 |
| 0.20 | 0.64 | 331 |
| 0.25 | 1.00 | 246 |

### How far this applies to a real surface

These parameters are round numbers in the rough range of a bismuth telluride surface, where warping is strong. In that material the Dirac point lies roughly 0.13 eV below the top of the bulk valence band and the gap is roughly 0.17 eV. The assumption of no conducting bulk therefore fails for the 0.10 eV row of the table and is marginal near the ends of the gap. One assumption that real samples may break is that of point scatterers, since charged defects have a longer range. As a trial, I replaced $U$ by the screened potential of one elementary charge in the surface plane,

$$u(q)=\frac{e^2/(2\epsilon_0\epsilon_r)}{q+e^2D/(2\epsilon_0\epsilon_r)},$$

with a rough $\epsilon_r=50$ and the same $n_i$. The numerical Boltzmann solution at equal carrier density, $4.49\times10^{12}$ cm⁻², gives 327 Ω/square without warping and 207 with it. The reduction survives in this case, but the inequality above does not prove it for every long-range potential.

Other corrections, for the same example:

- **Band curvature.** Adding $\hbar^2k^2/(2m_e)$ to the energy, with the free-electron mass as a trial size, lowers the warped result from 331 to 266 Ω/square at fixed $E_F$.
- **Repeated scattering from one impurity.** Because $\langle\mathbf n\rangle=0$, the imaginary part of the local Green function is $-\pi D/2$ for each spin. Summing the repeated events divides $U^2$ by $1+(\pi DU/2)^2$, if the real part is absorbed in $U$. This lowers $\rho$ by 2%. The real part matters more and is not a constant. For the warped band it is $-0.16$ eV⁻¹nm⁻² at 0.20 eV, so a bare $U=\pm0.25$ eV nm² changes $\rho$ by $-9\%$ or $+6\%$ in total. Without warping it grows as the logarithm of the momentum cutoff; for a cutoff of 3 nm⁻¹ the change is $-28\%$ or $+35\%$. The effective $U$ thus depends on $E_F$ and on the warping: with it fixed at 0.20 eV, the table entries move by up to 7%. The comparison at fixed $U$ holds at lowest order, or for the effective strength.
- **Phonons.** Equipartition gives acoustic strain a mean-square potential that replaces $n_iU^2$ by $\Xi^2k_BT/(\rho_sc_s^2)$. Rough inputs are a deformation potential $\Xi=10$ eV, sound speed $c_s=2000$ m/s and areal mass $\rho_s$ of a 1 nm layer at 7900 kg/m³. The phonon resistivity is then 0.07 of the impurity part at 4 K, an overestimate because many of the phonons are frozen out, and about 5 times the impurity part at 300 K. The numbers above are thus low-temperature values.
- **Quantum interference.** The standard weak-antilocalization correction, $(e^2/\pi h)\ln(L_\phi/\ell)$, adds 0.7% to the conductivity for a phase-coherence length $L_\phi=1000$ nm and $\ell=201$ nm, the root-mean-square length of $\boldsymbol\Lambda$ on the warped contour. A shorter cutoff, such as the diffusion length in one lifetime $\tau_q$ (107 nm), gives 0.9%. It grows with $L_\phi$, so the Boltzmann value presumes that this logarithm stays small beside $\pi\sigma h/e^2$.
- **Bulk conduction.** Take a single parabolic band of mass $0.3m_e$ with its edge 0.1 eV above $E_F$. With the three-dimensional density of states, a 10 nm thickness holds about $9\times10^{10}$ cm⁻² thermally excited carriers at 300 K, some 2% of the surface density. Confinement in so thin a film raises the lowest levels and reduces this to about $5\times10^{10}$ cm⁻². Holes are not included: a valence edge about 0.07 eV below $E_F$, as in bismuth telluride, would give about $1.6\times10^{11}$ cm⁻² for the same mass and film. Carriers from bulk doping are not included either and can add a parallel channel.

None of these estimates turns the selection rule into zero resistance. That would require forbidding every turn that changes $\boldsymbol\Lambda$, whereas time reversal forbids only the exact reversal.
